# Electric Splitting of NV Resonances and the Lineshape from Random Charges: test program

```python
# Result under test: at zero magnetic field a transverse electric field E_perp
# splits the m_I = 0 pair (m_s = +1, -1) of an NV centre by 2*k_perp*E_perp,
# while the m_I = +1, -1 lines sit at +-sqrt(A^2 + (k_perp*E_perp)^2).
# Random point charges of density n then give the line shape
#   S(d) = P(|d|/W)/(6 W) + [|d|>|A|] |d| g(sqrt(d^2-A^2)/W)/(3 W^2),
#   P(x) = x g(x),  g(x) = int_0^inf k J0(k x) exp(-k^1.5) dk,
#   W = k_perp*E0,  E0 = 2 pi (4/15)^(2/3) (e/eps) n^(2/3)  (Gaussian units).
# D: zero-field splitting, A and A_PERP: hyperfine constants, Q: quadrupole
# constant, all in MHz; electric fields in V/cm; d: detuning from D in MHz.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, j0, j1

D, A, A_PERP, Q = 2900.0, -2.0, -3.0, -5.0
K_PERP = 17e-6                 # MHz per V/cm
K_PAR = K_PERP / 50
EPS, DENSITY, HWHM = 6.0, 1e17, 0.05


def spin(j):
    m = np.arange(round(2 * j + 1))
    m = j - m
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    down = up.conj().T
    return (up + down) / 2, (up - down) / 2j, np.diag(m).astype(complex)


SX, SY, SZ = spin(1)


def hamiltonian(field, nuclear=1, a_perp=A_PERP, k_par=0.0, k_other=0.0):
    """Stack of matrices for an array of field vectors (last axis x, y, z)."""
    ix, iy, iz = spin(nuclear)
    one = np.eye(len(iz))
    h0 = (D * np.kron(SZ @ SZ, one) + A * np.kron(SZ, iz)
          + a_perp * (np.kron(SX, ix) + np.kron(SY, iy))
          + Q * np.kron(np.eye(3), iz @ iz))
    op_x = -K_PERP * (SX @ SX - SY @ SY) + k_other * (SX @ SZ + SZ @ SX)
    op_y = K_PERP * (SX @ SY + SY @ SX) + k_other * (SY @ SZ + SZ @ SY)
    op_z = k_par * SZ @ SZ
    ops = np.array([np.kron(o, one) for o in (op_x, op_y, op_z)])
    return h0 + np.tensordot(np.asarray(field, float), ops, axes=(-1, 0))


def transverse(size, angle=0.7):
    return np.array([size * np.cos(angle), size * np.sin(angle), 0.0])


# ---- levels of one centre --------------------------------------------------
zero = np.linalg.eigvalsh(hamiltonian(transverse(0.0)))
print(f"D, A, A_perp, Q = {D:.0f}, {A:.0f}, {A_PERP:.0f}, {Q:.0f} MHz")
print(f"k_perp = {K_PERP*1e6:.0f} Hz/(V/cm), k_par = {K_PAR*1e6:.2f} Hz/(V/cm)")
for size in (1e4, 2e4):
    pi_e = K_PERP * size
    lev = np.linalg.eigvalsh(hamiltonian(transverse(size)))
    split0 = lev[8] - lev[7]
    exact = [(D + s * pi_e + Q) / 2
             + np.hypot((D + s * pi_e - Q) / 2, A_PERP) for s in (-1, 1)]
    assert np.allclose(lev[7:], exact, rtol=0, atol=1e-8)
    assert abs(split0 / (2 * pi_e) - 1) < 1e-5
    growth = (lev[5:7].mean() - lev[3:5].mean()
              - zero[5:7].mean() + zero[3:5].mean())
    rule = 2 * np.hypot(A, pi_e) - 2 * abs(A)
    assert abs(growth / rule - 1) < 5e-3
    ground_ratio = (lev[1] - lev[0]) / split0
    assert abs(ground_ratio / (A_PERP / (D - Q))**2 - 1) < 1e-2
    print(f"E_perp = {size:.0f} V/cm: m_I=0 splitting = {split0*1e3:.2f} kHz")
    print(f"   growth of m_I=+-1 splitting = {growth*1e3:.2f} kHz"
          f" (formula {rule*1e3:.2f} kHz)")
print(f"m_s=0 splitting / m_I=0 splitting = {ground_ratio:.2e}")

weak = 0.01 / K_PERP
lev = np.linalg.eigvalsh(hamiltonian(transverse(weak)))
for a, b in ((3, 4), (5, 6)):      # no linear splitting of m_I = +-1 pairs
    assert abs((lev[b] - lev[a]) - (zero[b] - zero[a])) / 0.01 < 1e-3
residual = zero[6] - zero[5]
assert abs(residual / (2 * A_PERP**2 / (D + Q - A)) - 1) < 1e-3
print(f"field-independent splitting of one m_I=+-1 pair = {residual*1e3:.2f} kHz")

plain = np.linalg.eigvalsh(hamiltonian(transverse(1e4)))
other = np.linalg.eigvalsh(hamiltonian(transverse(1e4), k_other=K_PERP))
assert abs((other[8] - other[7]) / (plain[8] - plain[7]) - 1) < 1e-3
half = np.linalg.eigvalsh(hamiltonian([8e3, 5e3, 3e3], nuclear=0.5,
                                      k_par=K_PAR, k_other=K_PERP))
assert np.max(np.abs(half[1::2] - half[::2])) < 1e-9

phi, beta = 0.7, 0.4               # electric and microwave azimuths
_, vec = np.linalg.eigh(hamiltonian(transverse(1e4, phi), nuclear=0))
drive = SX * np.cos(beta) + SY * np.sin(beta)
weights = np.abs(vec[:, 0].conj() @ drive @ vec[:, 1:])**2
assert np.allclose(weights, [(1 + np.cos(phi + 2 * beta)) / 2,
                             (1 - np.cos(phi + 2 * beta)) / 2], atol=1e-8)
print(f"line weights, phi={phi} rad, beta={beta} rad: "
      f"lower {weights[0]:.3f}, upper {weights[1]:.3f}")

# ---- field distribution ----------------------------------------------------
# direct volume integral of 1 - <exp(i k.E)> for one charge, k*e/eps = 1
def shell(r):
    return 4 * np.pi * r**2 * (1 - np.sin(r**-2) * r**2)


r_in, r_out = 0.1, 50.0
volume = (4 * np.pi * r_in**3 / 3 + quad(shell, r_in, 1, limit=500)[0]
          + quad(shell, 1, r_out, limit=500)[0] + 4 * np.pi / (6 * r_out))
c_h = 2 * np.pi * (4 / 15)**(2 / 3)
assert abs(volume / c_h**1.5 - 1) < 1e-5

node, wt = np.polynomial.legendre.leggauss(1000)
u = 1.75 * (node + 1)              # k = u^2 makes the integrands smooth
base = 1.75 * wt * 2 * u * np.exp(-u**3)


def g_func(x):
    return j0(np.multiply.outer(x, u**2)) @ (base * u**2)


def cumulative(x):
    return x * (j1(np.multiply.outer(x, u**2)) @ base)


g_zero = 2 / 3 * gamma(4 / 3)
assert abs(g_func(0.0) - g_zero) < 1e-10
tail = (5 / (4 * np.sqrt(2 * np.pi)) * np.sqrt(np.pi)
        * gamma(7 / 4) / gamma(9 / 4))   # one nearby charge
assert abs((1 - cumulative(40.0)) / (tail * 40**-1.5) - 1) < 0.02

# explicit sums over charges; unit density and unit e/eps
rng = np.random.default_rng(12)
mean_count, batch = 100, 20000
radius = (3 * mean_count / (4 * np.pi))**(1 / 3)
parts = []
for _ in range(10):
    counts = rng.poisson(mean_count, batch)
    total = counts.sum()
    start = np.cumsum(counts) - counts
    strength = (rng.integers(0, 2, total) * 2 - 1) / (
        radius * rng.random(total)**(1 / 3))**2
    cos_t = 2 * rng.random(total) - 1
    sin_t = np.sqrt(1 - cos_t**2)
    azimuth = 2 * np.pi * rng.random(total)
    sums = [np.add.reduceat(strength * c, start) for c in
            (sin_t * np.cos(azimuth), sin_t * np.sin(azimuth), cos_t)]
    # the many weak charges outside the sphere add a Gaussian field
    far = rng.normal(0, np.sqrt(4 * np.pi / (3 * radius)), (batch, 3))
    parts.append(np.array(sums).T + far)
fields = np.concatenate(parts)
x_sample = np.sort(np.hypot(fields[:, 0], fields[:, 1]) / c_h)
x_test = np.linspace(0.05, 12, 240)
sampled = np.searchsorted(x_sample, x_test) / len(x_sample)
cdf_error = np.max(np.abs(sampled - cumulative(x_test)))
assert cdf_error < 0.005

# ---- numbers of the example ------------------------------------------------
e_stat = const.e * const.c * 10                # statC
volt_per_stat = const.c / 1e6                  # V/cm in one statV/cm
unit_field = e_stat / EPS * DENSITY**(2 / 3) * volt_per_stat
e0 = c_h * unit_field
width = K_PERP * e0
x_mode = minimize_scalar(lambda x: -x * g_func(x), bounds=(0.3, 3),
                         method="bounded", options={"xatol": 1e-8}).x
x_median = brentq(lambda x: cumulative(x) - 0.5, 0.3, 5)
reach = np.sqrt(K_PERP * e_stat * volt_per_stat / (EPS * abs(A)))
x_a = abs(A) / width
print(f"eps = {EPS:.0f}, n = {DENSITY:.1e} cm^-3, e = {e_stat:.4e} statC")
print(f"E0/[(e/eps) n^(2/3)] = {c_h:.4f}")
print(f"E0 = {e0/volt_per_stat:.3f} statV/cm = {e0:.0f} V/cm")
print(f"W = k_perp*E0 = {width*1e3:.1f} kHz")
print(f"g(0) = {g_zero:.4f}, tail coefficient T = {tail:.4f}")
print(f"charge sums: {len(fields)} samples, largest error of"
      f" cumulative = {cdf_error:.4f}")
print(f"most probable x = {x_mode:.4f}, median x = {x_median:.4f}")
print(f"most probable m_I=0 splitting = {2*width*x_mode*1e3:.1f} kHz")
print(f"median m_I=0 splitting = {2*width*x_median*1e3:.1f} kHz")
print(f"median outward shift of m_I=+-1 line = "
      f"{(np.hypot(A, width*x_median)-abs(A))*1e3:.2f} kHz")
print(f"distance where one charge gives k_perp*E = |A|: {reach*1e7:.2f} nm")
print(f"probability of k_perp*E_perp > |A| = {1-cumulative(x_a):.4f}"
      f" (one-charge tail {tail*x_a**-1.5:.4f})")

# ---- complete line shape ---------------------------------------------------
detuning = np.linspace(-3, 3, 121)
edges = np.linspace(-15, 15, 12001)


def lorentz(d):
    return HWHM / np.pi / (d**2 + HWHM**2)


def spectrum_by_diagonalization(vectors, a_perp, k_par):
    energy, states = np.linalg.eigh(
        hamiltonian(vectors, a_perp=a_perp, k_par=k_par))
    low, high = states[:, :, :3], states[:, :, 3:]
    amp = low.conj().transpose(0, 2, 1) @ (np.kron(SX, np.eye(3)) @ high)
    shift = energy[:, None, 3:] - energy[:, :3, None] - D
    hist, _ = np.histogram(shift.ravel(), edges,
                           weights=(np.abs(amp)**2).ravel())
    return (edges[1:] + edges[:-1]) / 2, hist / (3 * len(vectors))


x_table = np.concatenate([np.linspace(0, 10, 600), np.geomspace(10.1, 90, 900)])
g_table = CubicSpline(x_table, g_func(x_table))
step = 0.001
s = (np.arange(15000) + 0.5) * step
inner = g_table(s / width) * s / (6 * width**2)
root = np.sqrt(np.maximum(s**2 - A**2, 0))
outer = np.where(s > abs(A), s * g_table(root / width) / (3 * width**2), 0)


def broadened(d):
    d = np.atleast_1d(d)[:, None]
    return (lorentz(d - s) + lorentz(d + s)) @ ((inner + outer) * step)


vectors = fields[:60000] * unit_field
formula = broadened(detuning)
pos, mass = spectrum_by_diagonalization(vectors, 0.0, 0.0)
direct = lorentz(detuning[:, None] - pos) @ mass
centre = np.abs(detuning) <= 1.0
peak = formula[centre].max()
error_all = np.max(np.abs(direct - formula)) / formula.max()
error_centre = np.max(np.abs(direct - formula)[centre]) / peak
assert error_all < 0.02
assert error_centre < 0.05

pos, mass = spectrum_by_diagonalization(vectors, A_PERP, K_PAR)
common = 3 * A_PERP**2 / D
full = lorentz(detuning[:, None] + common - pos) @ mass
change = np.max(np.abs(full - direct)[centre]) / peak
assert change < 0.05

fine = np.linspace(0, 1, 1001)
curve = broadened(fine)
top = np.argmax(curve)
assert 0 < top < 1000 and curve[0] < curve[top]
print(f"Lorentzian half width = {HWHM*1e3:.0f} kHz")
print(f"step of unbroadened S at |A| = {g_zero*abs(A)/(3*width**2):.3f} 1/MHz")
print("broadened S in 1/MHz: detuning (MHz), formula, diagonalization")
for d in (0.0, 0.1, 0.2, 0.3, 0.5, 1.0, 2.0):
    i = np.argmin(np.abs(detuning - d))
    print(f"  {detuning[i]:.2f}  {formula[i]:.4f}  {direct[i]:.4f}")
print(f"largest error / highest peak = {error_all:.4f};"
      f" centre, / central peak = {error_centre:.4f}")
print(f"separation of central peaks = {2*fine[top]*1e3:.0f} kHz")
print(f"S(0)/S(central peak) = {curve[0]/curve[top]:.3f}")
print(f"common shift 3*A_perp^2/D = {common*1e3:.2f} kHz")
print(f"change by A_perp and k_par after this shift = {change:.4f}"
      " of central peak")
print("OK")
```

Running it gives:

```
D, A, A_perp, Q = 2900, -2, -3, -5 MHz
k_perp = 17 Hz/(V/cm), k_par = 0.34 Hz/(V/cm)
E_perp = 10000 V/cm: m_I=0 splitting = 340.00 kHz
   growth of m_I=+-1 splitting = 14.41 kHz (formula 14.42 kHz)
E_perp = 20000 V/cm: m_I=0 splitting = 680.00 kHz
   growth of m_I=+-1 splitting = 57.34 kHz (formula 57.39 kHz)
m_s=0 splitting / m_I=0 splitting = 1.07e-06
field-independent splitting of one m_I=+-1 pair = 6.21 kHz
line weights, phi=0.7 rad, beta=0.4 rad: lower 0.535, upper 0.465
eps = 6, n = 1.0e+17 cm^-3, e = 4.8032e-10 statC
E0/[(e/eps) n^(2/3)] = 2.6031
E0 = 44.896 statV/cm = 13459 V/cm
W = k_perp*E0 = 228.8 kHz
g(0) = 0.5953, tail coefficient T = 0.7170
charge sums: 200000 samples, largest error of cumulative = 0.0023
most probable x = 1.1478, median x = 1.6603
most probable m_I=0 splitting = 525.3 kHz
median m_I=0 splitting = 759.8 kHz
median outward shift of m_I=+-1 line = 35.76 kHz
distance where one charge gives k_perp*E = |A|: 4.52 nm
probability of k_perp*E_perp > |A| = 0.0301 (one-charge tail 0.0277)
Lorentzian half width = 50 kHz
step of unbroadened S at |A| = 7.581 1/MHz
broadened S in 1/MHz: detuning (MHz), formula, diagonalization
  0.00  0.1091  0.1096
  0.10  0.1717  0.1714
  0.20  0.2375  0.2383
  0.30  0.2499  0.2488
  0.50  0.1733  0.1729
  1.00  0.0413  0.0411
  2.00  1.2430  1.2439
largest error / highest peak = 0.0023; centre, / central peak = 0.0076
separation of central peaks = 544 kHz
S(0)/S(central peak) = 0.433
common shift 3*A_perp^2/D = 9.31 kHz
change by A_perp and k_par after this shift = 0.0024 of central peak
OK
```
